# Smearing width and the lost charge-density-wave instability: a referee's comment

**The argument under review.** The manuscript studies a half-filled metallic chain. It uses first-order Methfessel–Paxton (MP1) smearing of width 0.3 eV and finds a real frequency, 1.3 THz, for the mode in which neighbouring atoms move oppositely. The width changes the energy of the undistorted metal by only 0.02 meV per atom. The authors reason that smearing is a numerical aid, that its effect is therefore converged, and that the chain has no charge-density-wave instability.

The energy test is correct, but the conclusion does not follow from it. Two questions must be separated: which function do the computed forces differentiate, and how does that function's curvature depend on the width?

## What the forces differentiate

Let the levels be $\varepsilon_i$, each holding two spins, and let $y_i=(\varepsilon_i-\mu)/\sigma$. A smearing scheme is an occupation $f(y)$ with $\delta(y)=-df/dy$. Define

$$s(y)=-\int_{-\infty}^{y}x\,\delta(x)\,dx,\qquad ds=y\,df,$$

$$E=2\sum_i f_i\varepsilon_i,\quad S=2\sum_i s_i,\quad F=E-\sigma S.$$

At fixed width, a displacement $u$ changes levels and occupations:

$$dF=2\sum_i f_i\,d\varepsilon_i+2\sum_i(\varepsilon_i-\sigma y_i)\,df_i .$$

Since $\varepsilon_i-\sigma y_i=\mu$, the last sum is $\mu\,dN$, which vanishes at fixed electron number $N$. In a fixed orthonormal basis, with primes on $H$ denoting $u$-derivatives,

$$\frac{dF}{du}=2\sum_i f_i\langle i|H'|i\rangle. \tag{1}$$

The Hellmann–Feynman force is thus $-dF/du$, not $-dE/du$. Elastic energy, where present, is added to both $E$ and $F$.

For Fermi–Dirac occupations, $y=\ln[(1-f)/f]$. Integrating $ds=y\,df$ gives $s=-f\ln f-(1-f)\ln(1-f)$, the entropy in units of $k_B$. Then $\sigma=k_BT$ and $F$ is the electronic free energy. For Gaussian and MP1 smearing $F$ is a generalized free energy, and $\sigma$ is not a temperature.

For the second derivative we need the change of the matrix $f(H)$. It commutes with $H$; differentiating the commutator and taking the $ij$ element gives

$$\left(\frac{df(H)}{du}\right)_{ij}=D_{ij}H'_{ij},\quad D_{ij}=\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}\quad(i\ne j).$$

For equal energies the limit is $D_{ii}=-\delta(y_i)/\sigma$. Diagonal elements also feel the shift of $\mu$ and change by $D_{ii}(H'_{ii}-\mu')$. Fixed $N$ requires $\mu'=\sum_iD_{ii}H'_{ii}/\sum_iD_{ii}$, so

$$F''=2\left[\sum_i f_iH''_{ii}+\sum_{ij}D_{ij}|H'_{ij}|^2-\frac{(\sum_iD_{ii}H'_{ii})^2}{\sum_iD_{ii}}\right]. \tag{2}$$

A phonon with $q\neq0$ changes crystal momentum, so $\sum_iD_{ii}H'_{ii}=0$ and the last term drops out. The width remains in every $D_{ij}$, and matters most where two coupled states lie close to the Fermi level.

## The chain

Take independent electrons, classical static nuclei and a ring of fixed length. The hopping amplitude is $-t_n$, with $t_n=t-\alpha(u_{n+1}-u_n)$, and each bond has elastic energy $\tfrac12\kappa(u_{n+1}-u_n)^2$. For $u_n=(-1)^nu$ the bond extensions are $\mp2u$. The elastic energy per atom is $2\kappa u^2$, and the hoppings alternate between $t_1=t+2\alpha u$ and $t_2=t-2\alpha u$. With the atomic spacing as unit of length, the two-atom cell has levels $\pm E_k$, where

$$E_k^2=|t_1+t_2e^{-2ik}|^2=4t^2\cos^2k+16\alpha^2u^2\sin^2k .$$

The three occupations used here obey $f(-y)=1-f(y)$, so $\mu=0$ gives half filling, and this solution is used throughout. For Fermi–Dirac and Gaussian smearing it is the only one. The MP1 occupation is not monotonic and can allow others once a gap has opened. Let $h=1-2f$; then $f(E/\sigma)-f(-E/\sigma)=-h(E/\sigma)$. With $dE_k/du=16\alpha^2u\sin^2k/E_k$, equation (1) plus the elastic term gives, per atom,

$$\frac{dF}{du}=u\left[4\kappa-32\alpha^2\int_{-\pi/2}^{\pi/2}\frac{dk}{2\pi}\,\sin^2k\,\frac{h(E_k/\sigma)}{E_k}\right]. \tag{3}$$

The bracket at $u=0$ is the force constant $A$. Writing $\phi=\pi/2-|k|$,

$$A=4\kappa-\frac{16\alpha^2}{\pi t}\,I,\qquad I=\int_0^{\pi/2}\frac{\cos^2\phi}{\sin\phi}\,h\!\left(\frac{2t\sin\phi}{\sigma}\right)d\phi. \tag{4}$$

The kinetic energy per atom is $\tfrac12M\dot u^2$, hence $M\omega^2=A$. A negative $A$ means an imaginary frequency.

Equation (3) also settles whether a real frequency leaves room for a distorted minimum. For $y>0$, $h$ is $\tanh(y/2)$ for Fermi–Dirac, $\mathrm{erf}(y)$ for Gaussian, and $\mathrm{erf}(y)+ye^{-y^2}/\sqrt\pi$ for MP1. In each case $h(y)/y$ decreases: $\tanh$ and $\mathrm{erf}$ are concave and start from zero, and the extra MP1 term is a decreasing Gaussian. Since $E_k$ grows with $|u|$, the bracket in (3) grows too. If $A>0$, $u=0$ is therefore the only minimum within this pattern on the $\mu=0$ solution. The width then removes the distortion itself, not just the imaginary frequency.

## How the width enters

Let $\sigma\ll t$ and substitute $x=2t\sin\phi$:

$$I=\int_0^{2t}\frac{h(x/\sigma)}{x}\,dx+\int_0^{2t}\frac{\sqrt{1-(x/2t)^2}-1}{x}\,h(x/\sigma)\,dx .$$

Integrate the first term by parts, using $h'=2\delta$. It becomes $\ln(2t/\sigma)+C$, with

$$C=-\int_{-\infty}^{\infty}\ln|y|\,\delta(y)\,dy .$$

The second integrand is regular at $x=0$, so to leading order $h=1$. With $w=\sqrt{1-(x/2t)^2}$ it is $-\int_0^1w\,dw/(1+w)=\ln2-1$. Therefore

$$A=4\kappa\left\{1-\lambda\left[\ln\frac{4t}{\sigma}+C-1\right]\right\},\qquad \lambda=\frac{4\alpha^2}{\pi t\kappa}. \tag{5}$$

Setting $A=0$ gives the critical width, and (5) can be rewritten around it:

$$\sigma_c=4t\,e^{C-1-1/\lambda},\qquad A=4\kappa\lambda\ln\frac{\sigma}{\sigma_c}. \tag{6}$$

The constant $C$ carries the scheme. For a Gaussian, $\delta=e^{-y^2}/\sqrt\pi$, let $J(p)=\int|y|^p\delta\,dy=\Gamma(\tfrac{p+1}{2})/\sqrt\pi$. Then $J'(0)=\tfrac12\psi(\tfrac12)=-\gamma/2-\ln2$, where $\psi$ is the digamma function and $\gamma$ Euler's constant, so $C_G=\gamma/2+\ln2$.

For MP1, $\delta=(\tfrac32-y^2)e^{-y^2}/\sqrt\pi$. From $J(p+2)=\tfrac{p+1}{2}J(p)$ follows $J'(2)=\tfrac12+\tfrac12J'(0)$. Hence $C_{MP1}=-\tfrac32J'(0)+J'(2)=C_G+\tfrac12$.

For Fermi–Dirac, expand $\delta=e^{-y}/(1+e^{-y})^2$ in powers of $e^{-y}$ for $y>0$. Then $\int|y|^p\delta\,dy=2\Gamma(p+1)\eta(p)$, with $\eta(p)=\sum_{n\ge1}(-1)^{n+1}n^{-p}$. With $\eta(0)=\tfrac12$ and $\eta'(0)=\tfrac12\ln(\pi/2)$, minus the derivative at $p=0$ is $C_{FD}=\gamma+\ln(2/\pi)$.

Within (5), that is for $\sigma\ll t$, equal values of $\sigma e^{-C}$ give equal $A$. For this mode a width therefore acts like

$$k_BT=\sigma\,e^{C_{FD}-C},$$

which is $0.42\,\sigma$ for Gaussian and $0.26\,\sigma$ for MP1 smearing. These factors belong to the logarithm in (5), and another property may need another factor.

In the opposite limit, $\sigma\gg t$, $h(y)\approx2\delta(0)y$ and (4) gives $A\approx4\kappa-16\alpha^2\delta(0)/\sigma$. The electronic softening fades and the bare spring remains. Since $h>0$ for $y>0$, $A$ stays below $4\kappa$ at every width. If the non-electronic constant were itself negative, no width could stabilize the mode. The claim thus concerns instabilities driven by the Fermi-surface response.

## Numbers for the manuscript's case

Round parameters are $t=1$ eV, $\alpha=1$ eV/Å, $\kappa=4$ eV/Å² and $M=50$ atomic mass units. Then $\lambda=1/\pi=0.318$ and $4\kappa\lambda=5.09$ eV/Å². For Fermi–Dirac, (6) gives

$$\sigma_c=4\,e^{0.1256-1-3.1416}\ \text{eV}=0.072\ \text{eV},$$

or about 840 K. With $C=0.982$ and $1.482$, the Gaussian and MP1 values are 0.170 and 0.280 eV. Numerical quadrature of (4) agrees to within 0.2%.

The table gives $A$ from quadrature, the frequency (minus means imaginary), and the displacement that minimizes $F$, found numerically with the bands sampled at 4000 points.

| Scheme, width (eV) | $A$ (eV/Å²) | Frequency (THz) | Relaxed $u$ (Å) |
|---|---:|---:|---:|
| FD, 0.026 (300 K) | −5.22 | −5.05 | 0.032 |
| FD, 0.100 | 1.66 | 2.84 | 0.000 |
| Gaussian, 0.100 | −2.70 | −3.63 | 0.030 |
| Gaussian, 0.200 | 0.83 | 2.01 | 0.000 |
| MP1, 0.100 | −5.24 | −5.06 | 0.034 |
| MP1, 0.200 | −1.71 | −2.89 | 0.031 |
| MP1, 0.300 | 0.35 | 1.32 | 0.000 |

The manuscript's width lies just above the MP1 threshold. Its real frequency is correct for the smeared free energy, but it does not describe the chain at low temperature.

That reference follows from (3) with $h=1$. Put $z=2\alpha u/t\ll1$ and split the $\phi$ integral at $\eta_0$, with $z\ll\eta_0\ll1$. The inner part is $\int_0^{\eta_0}d\phi/\sqrt{\phi^2+z^2}=\ln(2\eta_0/z)$, and the outer part is $\int_{\eta_0}^{\pi/2}\cos^2\phi\,d\phi/\sin\phi=\ln(2/\eta_0)-1$. Their sum is $\ln(4/z)-1$, so

$$\frac{dF}{du}=4\kappa\lambda\,u\ln\frac{u}{u_0},\qquad u_0=\frac{2t}{\alpha}e^{-1-1/\lambda}.$$

Integration from 0 to $u_0$ gives an energy change $-\kappa\lambda u_0^2$. Here $u_0=0.032$ Å and the change is $-1.3$ meV per atom. Minimization at a Fermi–Dirac width of 0.001 eV gives the same rounded values.

MP1 at 0.1 eV gives a slightly larger displacement, 0.034 Å, than this reference, 0.032 Å. The smallest level energy at the reference displacement is $4\alpha u=0.13$ eV, so $E_k/\sigma>1$ throughout. There the MP1 occupation of the upper band is negative and $h>1$. The bracket in (3), which is zero at this displacement at zero temperature, therefore becomes negative, and the minimum moves outwards. Fermi–Dirac occupations, with $h<1$, cannot do this. The MP1 Fermi level is also ambiguous here: at $u=0.034$ Å, $\mu=\pm0.07$ eV gives half filling too, with $F$ higher by 0.06 meV per atom. A program that settles on one of these solutions relaxes to a slightly different displacement.

## Why the energy test missed it

In the undistorted metal let $g(\varepsilon)$ be the density of states per atom for both spins. Near the Fermi level $g\approx g_0(1+\varepsilon^2/8t^2)$, with $g_0=1/(\pi t)$. Stationarity of $F$ with respect to occupations gives $\partial F/\partial\sigma=-S$, and $S=\int g(\varepsilon)\,s(\varepsilon/\sigma)\,d\varepsilon$. Integrating by parts, $\int s\,dy=m_2$ and $\int y^2s\,dy=m_4/3$, where $m_n=\int y^n\delta\,dy$. Hence

$$F(\sigma)-F(0)\approx-\frac{g_0m_2}{2}\sigma^2-\frac{g_0m_4}{96t^2}\sigma^4 .$$

For a Gaussian $m_2=\tfrac12$, and at 0.3 eV the leading error is $-0.09/(4\pi)$ eV, about $-7.2$ meV per atom. For MP1 $m_2=0$ and $m_4=-\tfrac34$, which leaves $g_0\sigma^4/(128t^2)$, or 0.02 meV.

MP1 removes the second moment of $\delta$, whereas the soft mode depends on its logarithmic moment $C$. Nor is the density of states of the distorted chain smooth on the scale of 0.3 eV, since its half-gap is only 0.13 eV. At this width the zero-temperature distortion costs 0.4 meV per atom instead of gaining 1.3 meV. The error in the energy difference is 1.7 meV, some eighty times the error in the undistorted metal.

## Energy curves cannot replace the force constants

The authors might compare their phonon with a curve of $E(u)$. From $S=-\partial F/\partial\sigma$, $E=F-\sigma\,\partial F/\partial\sigma$. Two $u$-derivatives at $u=0$, with (6), give

$$A_E=A-\sigma\frac{dA}{d\sigma}=A-4\kappa\lambda,\qquad A_{(E+F)/2}=A-2\kappa\lambda .$$

The average $(E+F)/2$ cancels the $\sigma^2$ error of a smooth metal, because that error has opposite signs in $E$ and $F$. It does not cancel the logarithm.

Diagonalizing a ring of 400 atoms with Gaussian width 0.2 eV, and taking finite differences, gives curvatures of 0.83 eV/Å² for $F$, −4.25 for $E$ and −1.71 for their average. At $u=0.02$ Å the Hellmann–Feynman force is −0.024 eV/Å, equal to $-dF/du$ and restoring. The slope $-dE/du$ is +0.063 eV/Å and points outwards. The disagreement is not a force error: the two results belong to different functions.

## Which modes are affected, and the mesh

For a wave $e^{iqn}$ the matrix element from $k$ to $k+q$ is

$$\alpha(e^{iq}-1)(e^{-i(k+q)}+e^{ik})=2i\alpha[\sin(k+q)-\sin k].$$

A real wave of mean-square displacement $a^2$ contains $e^{\pm iqn}$, each with amplitude $a/\sqrt2$. Their two equal contributions to (2) give, per atom and for $N$ $k$-points,

$$A(q)=4\kappa\sin^2\frac q2+\frac2N\sum_kD_{k,k+q}\,4\alpha^2[\sin(k+q)-\sin k]^2 .$$

At $q=\pi$ the two waves coincide; the single wave then has amplitude $a$ and gives the same formula.

With 4000 points, raising the Gaussian width from 0.1 to 0.3 eV changes $A(\pi)$ from −2.70 to 2.89 eV/Å², but $A(\pi/2)$ only from 7.37 to 7.33. At $q=\pi$ the coupled levels are $\pm\varepsilon$ and meet at the Fermi level. At $q=\pi/2$ they meet at $\pm\sqrt2\,t$, far from it. A check on a generic phonon therefore says little about the soft one.

A tiny width on a coarse mesh is no remedy. If the mesh misses the Fermi points symmetrically, its nearest points lie at $\phi_j=(2j+1)\pi/N$, with spacing $2\pi/N$. Up to a small cutoff $\eta_0=2\pi J/N$, the integral of $1/\phi$ becomes

$$2\sum_{j=0}^{J-1}\frac{1}{2j+1}\approx\ln J+\gamma+2\ln2=\ln\eta_0+\ln\frac{2Ne^\gamma}{\pi}.$$

A Fermi–Dirac width on a dense mesh gives $\ln\eta_0+\ln[4te^\gamma/(\pi\sigma)]$. The two agree for $\sigma=2t/N$, so the spacing itself imitates a temperature. For $N=22$ this is 0.091 eV, above the critical 0.072 eV. At an actual width of 0.005 eV the mesh sum gives $A=1.19$ eV/Å², falsely stable.

With $N=20$ the mesh hits both Fermi points. There $D=-1/(4\sigma)=-50$ eV⁻¹, and the two points contribute $\tfrac{2}{20}\cdot2\cdot(-50)\cdot16=-160$ eV/Å². The total is −151, against −13.6 with 8000 points.

## What the authors should change

The mesh should be converged at each width, and the soft mode followed as the width is reduced. In this perfectly nested chain $A$ tends to $-\infty$ as $\sigma\to0$, so its frequency has no zero-width limit to extrapolate to. The zero-temperature structure and its energy gain must come from relaxing the distorted chain. For a chosen electronic temperature, Fermi–Dirac occupations with $\sigma=k_BT$ are the appropriate ones.

The 840 K found here is a mean-field electronic value for model parameters. Lattice fluctuations, interchain coupling and self-consistent screening are left out, so it does not predict a transition temperature. The zero-temperature displacement and energy gain are likewise those of classical static nuclei. With the bare springs, $\omega_0=\sqrt{4\kappa/M}$, the zero-point fluctuation of a bond length is $\sqrt{(8/\pi)\,\hbar/2M\omega_0}=0.054$ Å, comparable to the static shift $2u_0=0.064$ Å. These values are therefore the reference for the smearing error, not a prediction for a real chain with this mass. The present data support a narrower conclusion: on the MP1 free-energy surface of width 0.3 eV, the undistorted chain is stable against the alternating displacement.
